# Finite-Temperature Quantum Capacitance of Graphene and Its Minimum at Charge Neutrality

Q: A capacitor has two plates. What can it mean to give a capacitance to a single sheet of graphene?

A: Put the sheet opposite a metal gate, with an insulator of capacitance $C_{ox}$ per area between them. Let $e>0$, and let $N$ be the density of electrons minus the density of holes in the sheet. The sheet carries charge $-eN$ per area and the gate carries $\sigma=+eN$, so the electrostatic potential of the gate lies above that of the sheet by

$$\phi_g-\phi_s=\frac{eN}{C_{ox}} .$$

A voltage source fixes the difference of Fermi levels, not of electrostatic potentials. In the sheet the Dirac point has energy $-e\phi_s$ plus a constant, and the Fermi level lies $\mu$ above it. In the gate, a good metal, the Fermi level is $-e\phi_g$ plus another constant. Electrons have negative charge, so the applied voltage times $e$ is the sheet's Fermi level minus the gate's:

$$eV=e(\phi_g-\phi_s)+\mu+\text{constant}.$$

At neutrality $N=0$ and $\mu=0$. If $V_G$ is measured from that point, the constant drops out:

$$V_G=\frac{\mu}{e}+\frac{eN}{C_{ox}} .$$

The first term is the voltage spent on filling states in the sheet. Call it $V_{ch}=\mu/e$. Differentiating with respect to $\sigma=eN$ gives

$$\frac{1}{C_{tot}}=\frac{dV_G}{d\sigma}=\frac{1}{C_q}+\frac{1}{C_{ox}},\qquad C_q=\frac{d(eN)}{dV_{ch}}=e^2\frac{dN}{d\mu},$$

with the temperature $T$ held fixed. The quantum capacitance $C_q$ measures how readily the sheet accepts charge when its chemical potential moves. It acts in series with the insulator.

Q: Then it is the density of states times $e^2$. In graphene that density vanishes at the Dirac point, so $C_q$ must vanish at neutrality.

A: That is right at $T=0$. To see what changes at $T>0$, we need the density of states with its factors. I assume bands $E=\pm\hbar v|k|$ with constant velocity $v$, two spins and two valleys, no disorder and no magnetic field. Interactions enter through the mean electrostatic potential alone, which shifts the bands rigidly.

A disc of radius $k$ in wave-vector space holds, per area of sheet and per band,

$$4\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{\pi}=\frac{E^2}{\pi(\hbar v)^2}$$

states, where the 4 counts spins and valleys and $k=|E|/\hbar v$. The derivative with respect to $|E|$ is

$$D(E)=\frac{2|E|}{\pi(\hbar v)^2}.$$

The valence band is the mirror image, so the formula holds for both signs of $E$. It does vanish at $E=0$, but at finite temperature the occupation changes over a range of energies around $\mu$, not at one energy.

Q: With these bands the valence band has no bottom. The number of electrons is infinite, so what are you going to differentiate?

A: The departure from the neutral filling, which is finite. Define

$$f(z)=\frac{1}{e^{z/kT}+1},$$

where from here on $k$ in the product $kT$ is Boltzmann's constant. The conduction electrons have density

$$n=\int_0^\infty D(E)\,f(E-\mu)\,dE .$$

A valence state at energy $-E$, with $E>0$, is empty with probability

$$1-f(-E-\mu)=\frac{e^{-(E+\mu)/kT}}{e^{-(E+\mu)/kT}+1}=\frac{1}{e^{(E+\mu)/kT}+1}=f(E+\mu),$$

so the holes have density

$$p=\int_0^\infty D(E)\,f(E+\mu)\,dE .$$

Both integrals converge because $f$ decays exponentially, and $N=n-p$. Changing the sign of $\mu$ exchanges $n$ and $p$, so $N$ is odd in $\mu$ and $N(0)=0$.

Q: Electrons and holes have opposite charge and are equally many at neutrality. Surely their contributions to the capacitance cancel there.

A: Their charges cancel, but their responses add. The derivative may be taken under the integral sign, since the differentiated integrand is bounded by a decaying exponential for all $\mu$ in any finite interval. In $f(E-\mu)$ a derivative with respect to $\mu$ is minus one with respect to $E$; in $f(E+\mu)$ the two are equal. Hence

$$\frac{dn}{d\mu}=\int_0^\infty D(E)\left[-\frac{\partial f(E-\mu)}{\partial E}\right]dE>0,$$

$$\frac{dp}{d\mu}=\int_0^\infty D(E)\,\frac{\partial f(E+\mu)}{\partial E}\,dE<0 .$$

Raising $\mu$ adds electrons and removes holes. Both make the sheet more negative, and in $dN/d\mu=dn/d\mu-dp/d\mu$ both terms are positive.

Q: Integrals over Fermi functions can end in special functions. Why should this one close?

A: Because $D$ is linear, one integration by parts removes the factor $E$. For the electrons,

$$\int_0^\infty E\left[-\frac{\partial f(E-\mu)}{\partial E}\right]dE=\Big[-E f(E-\mu)\Big]_0^\infty+\int_0^\infty f(E-\mu)\,dE .$$

The boundary term is zero at $E=0$ because of the factor $E$, and at infinity because $f$ decays exponentially. The remaining integrand is a total derivative:

$$f(E-\mu)=\frac{e^{-(E-\mu)/kT}}{1+e^{-(E-\mu)/kT}}=-kT\,\frac{d}{dE}\ln\!\left[1+e^{-(E-\mu)/kT}\right].$$

The logarithm vanishes at the upper limit, so

$$\int_0^\infty f(E-\mu)\,dE=kT\ln\!\left(1+e^{\mu/kT}\right).$$

The hole term is the same calculation with $\mu\to-\mu$ and gives $kT\ln(1+e^{-\mu/kT})$. Write $x=\mu/kT$. With the constant $2/[\pi(\hbar v)^2]$ from $D$ restored,

$$C_q=\frac{2e^2kT}{\pi(\hbar v)^2}\left[\ln(1+e^{x})+\ln(1+e^{-x})\right].$$

The sum of logarithms is the logarithm of a product, and

$$(1+e^{x})(1+e^{-x})=1+e^{x}+e^{-x}+1=2+2\cosh x .$$

Therefore

$$C_q=\frac{2e^2kT}{\pi(\hbar v)^2}\,\ln\!\left[2\left(1+\cosh\frac{\mu}{kT}\right)\right].$$

As a test, the densities $n$ and $p$ were integrated numerically from their definitions and differentiated by finite differences at five values of $\mu$. The largest deviation, relative to this formula, was $6\times10^{-6}$.

Q: The formula is even in $\mu$, so neutrality is a stationary point. That does not make it the lowest point.

A: The slope settles it. Let $A=2e^2kT/[\pi(\hbar v)^2]$. Then

$$\frac{dC_q}{d\mu}=\frac{A}{kT}\,\frac{\sinh x}{1+\cosh x}=\frac{A}{kT}\tanh\frac{x}{2},$$

where I used $\sinh x=2\sinh(x/2)\cosh(x/2)$ and $1+\cosh x=2\cosh^2(x/2)$. The slope is negative for $\mu<0$ and positive for $\mu>0$, so $\mu=0$ is the unique global minimum. There $\cosh 0=1$, the logarithm is $\ln4=2\ln2$, and

$$C_{min}=\frac{4\ln2\;e^2kT}{\pi(\hbar v)^2}>0\qquad(T>0).$$

The shape of the bottom follows from $2+2\cosh x=4+x^2+O(x^4)$, so that

$$\ln(2+2\cosh x)=2\ln2+\ln\!\left(1+\frac{x^2}{4}+O(x^4)\right)=2\ln2+\frac{x^2}{4}+O(x^4).$$

Division by $2\ln2$ gives

$$\frac{C_q}{C_{min}}=1+\frac{x^2}{8\ln2}+O(x^4),\qquad \frac{1}{8\ln2}\approx0.180 .$$

The minimum is a smooth parabola, with a width in $\mu$ set by $kT$. A numerical search that used the integral and not the closed form found the minimum at $x=0$ within its accuracy. A finite difference of the same integral gave the coefficient 0.180.

Q: Is this minimum large enough to matter?

A: Take the round value $v=10^6$ m/s and $T=300$ K. Then $kT=0.025852$ eV and $\hbar v=0.658212$ eV nm, and

$$\frac{2kT}{\pi(\hbar v)^2}=\frac{2\times0.025852}{\pi\times(0.658212)^2}\approx0.0380\ \text{eV}^{-1}\,\text{nm}^{-2}.$$

This is a number of states per energy and area. Multiplication by $e^2$ turns "per eV" into one elementary charge per volt, which gives $A=0.6086$ µF/cm². Hence

$$C_{min}=0.6086\times\ln4\approx0.844\ \text{µF/cm}^2=8.44\times10^{-3}\ \text{F/m}^2 .$$

For comparison, an insulator 2 nm thick with relative permittivity 4 has $C_{ox}=1.771$ µF/cm². The sheet is then the smaller of the two capacitances in series, and so the larger obstacle to charging.

Q: I am still uneasy. At neutrality there is no charge and no density of states at the Fermi level. What is responding?

A: Thermally excited carriers of both signs. At $\mu=0$, with $u=E/kT$,

$$n=p=\frac{2(kT)^2}{\pi(\hbar v)^2}\int_0^\infty\frac{u\,du}{e^u+1}.$$

Expanding $1/(e^u+1)=e^{-u}-e^{-2u}+e^{-3u}-\dots$ and using $\int_0^\infty u\,e^{-mu}du=1/m^2$ turns the integral into

$$1-\frac{1}{2^2}+\frac{1}{3^2}-\dots=\left(1-\frac{2}{4}\right)\sum_{m=1}^\infty\frac{1}{m^2}=\frac{1}{2}\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}.$$

The factor in brackets arises because the alternating sum is the full sum minus twice its even terms, and the even terms make up a quarter of it. So

$$n=p=\frac{\pi}{6}\left(\frac{kT}{\hbar v}\right)^2\approx8.08\times10^{10}\ \text{cm}^{-2}$$

at 300 K. A small rise of $\mu$ increases $n$ and decreases $p$ by the same amount, and each change supplies half of $C_{min}$.

The density of states gives a second reading. The derivative of $f(z)$ is even in $z$, and $D$ is even in $E$. Replacing $E$ by $-E$ in the hole term therefore turns it into the integral of $D(E)[-\partial f(E-\mu)/\partial E]$ over negative energies, and with the electron term

$$C_q=e^2\int_{-\infty}^{\infty}D(E)\left[-\frac{\partial f(E-\mu)}{\partial E}\right]dE .$$

The weight in brackets is positive and integrates to one, so $C_q$ is $e^2$ times the average of $D$ over a thermal window. At $\mu=0$ the two halves of the window contribute $kT\ln2$ each to the mean distance from the Dirac point:

$$\langle|E|\rangle=2kT\ln2\approx0.0358\ \text{eV}.$$

Since $D$ is proportional to $|E|$, its average is its value at this mean distance, and $C_{min}=e^2D(2kT\ln2)$. That $D$ is zero at a single energy does not make its average zero.

Q: Then your result should return to $e^2D(\mu)$ when the window is narrow compared with $\mu$. Does it?

A: Yes, and the correction can be written down. For $x>0$ take $e^x$ out of the first factor, $1+e^x=e^x(1+e^{-x})$. For $x<0$ do the same with $e^{-x}$ in the second. In both cases

$$\ln(2+2\cosh x)=|x|+2\ln\!\left(1+e^{-|x|}\right),$$

and since $A|x|=2e^2|\mu|/[\pi(\hbar v)^2]=e^2D(\mu)$,

$$C_q=e^2D(\mu)+2A\ln\!\left(1+e^{-|\mu|/kT}\right).$$

The thermal excess falls exponentially once $|\mu|\gg kT$. At $\mu=0.1$ eV, where $x=3.87$, the capacitance is 2.379 µF/cm² against 2.354 at zero temperature, an excess of 1.1% of the latter. At 0.2 eV the excess is about 0.01%.

The excess is largest at $\mu=0$, where it is the whole of $C_{min}$ and proportional to $T$. On cooling, the rounded bottom therefore sinks and narrows until the V-shaped curve $e^2D(\mu)$ remains, whose minimum is zero. Your first objection is this limit.

Q: Could I avoid the derivative and divide the charge by the channel voltage?

A: That is a different quantity. At $T=0$ and $\mu>0$,

$$N=\int_0^\mu D(E)\,dE=\frac{\mu^2}{\pi(\hbar v)^2},\qquad \frac{eN}{V_{ch}}=\frac{e^2N}{\mu}=\frac{e^2\mu}{\pi(\hbar v)^2},$$

which is half of $C_q$. At $T>0$ the two agree in the limit $\mu\to0$, because $N(0)=0$ and the ratio then tends to the derivative. A small-signal measurement responds to the derivative.

Q: You have assumed perfect cones. The bands of a real honeycomb lattice bend, and you put in the valley factor by hand.

A: Both points can be examined with the nearest-neighbour tight-binding model, summed over the whole Brillouin zone. Valleys are not counted separately there; they appear in the sum. With a model bond length $a=0.142$ nm, the hopping energy $t$ that gives the same velocity at the Dirac points follows from $\hbar v=3ta/2$:

$$t=\frac{2\hbar v}{3a}=\frac{2\times0.658212}{3\times0.142}\approx3.09\ \text{eV}.$$

Relative to the closed form, the lattice capacitance is higher by 0.02% at $\mu=0$, 0.06% at 0.1 eV and 0.16% at 0.2 eV. The spin factor 2 is put in by hand here too, but the valley factor 2 comes out of the sum. This confirms the prefactor for two spins and shows that band bending is a small matter at these energies within this model. The model keeps the two bands mirror images, which real graphene does not. A next-nearest-neighbour hopping $t'$ changes the density of states by a relative amount of about $3t'|E|/t^2$, with opposite signs for electrons and holes. For $t'\approx0.3$ eV this is about 2% at 0.2 eV, and it moves the minimum of $C_q$ slightly away from neutrality. Halving the temperature at neutrality multiplies the lattice value by 0.4999, against the factor 0.5 of the linear law.

Q: An instrument connected to the gate does not see $C_q$ alone. Does the minimum survive in what it does see?

A: It does, if $C_{ox}$ is constant. From the series law,

$$C_{tot}=\frac{C_{ox}C_q}{C_{ox}+C_q},\qquad \frac{dC_{tot}}{dC_q}=\left(\frac{C_{ox}}{C_{ox}+C_q}\right)^2>0,$$

so $C_{tot}$ rises and falls with $C_q$. Also $dV_G/d\mu=(1+C_q/C_{ox})/e>0$, so each gate voltage corresponds to one $\mu$, and $V_G=0$ to $\mu=0$. The minimum stays at neutrality.

For the 2 nm insulator at $V_G=0$,

$$\frac{1}{C_{tot}}=\frac{1}{1.771}+\frac{1}{0.844}\approx1.750\ \text{cm}^2/\text{µF},\qquad C_{tot}\approx0.571\ \text{µF/cm}^2 .$$

This is about a third of $C_{ox}$. Of a small change in gate voltage, the fraction $C_{ox}/(C_{ox}+C_q)=1.771/2.615\approx0.68$ goes into moving the chemical potential, and the rest falls across the insulator.

At $V_G=0.5$ V the voltage equation has to be solved numerically. It gives $\mu=0.205$ eV, which leaves 0.295 V across the insulator. Now $C_q=4.83$ µF/cm², and

$$\frac{1}{C_{tot}}=\frac{1}{1.771}+\frac{1}{4.833}\approx0.772\ \text{cm}^2/\text{µF},\qquad C_{tot}\approx1.296\ \text{µF/cm}^2 .$$

Even here the total is 27% below $C_{ox}$. In a test of the series law, the gate charge obtained from the solved voltage equation was differentiated numerically at both gate voltages, and it agreed with these values.

Q: Suppose I measure a minimum above your $C_{min}$. Have I refuted the formula, or is my sample hotter than I think?

A: Neither follows. Charged impurities can make the Dirac point vary from place to place. Suppose the variation is slow enough for the formula to hold locally, which near neutrality needs patches wider than about $\hbar v/kT\approx25$ nm at 300 K. Suppose also that the local shifts $\delta$ do not change when charge is added. Then the sheet's mean quantum capacitance is the average of $C_q(\mu+\delta)$ over the shifts. No value in that average is below $C_{min}$, so the average lies above it as soon as $\delta$ varies. If the patches are wide compared with the insulator's thickness, each is in series with its own part of the insulator, and the $C_q$ inferred from the total capacitance is not exactly this average. It too lies above $C_{min}$, because the series value of each patch rises with its $C_q$. Narrower patches do not make the average exact either: added charge enters them unevenly and its own potential changes $\delta$, so the inferred $C_q$ lies below the average, though still above $C_{min}$. If the shifts stay fixed on cooling, the average at $\mu=0$ tends to

$$\frac{2e^2\langle|\delta|\rangle}{\pi(\hbar v)^2},$$

which does not vanish. At another $\mu$ the mean of $|\mu+\delta|$ takes the place of $\langle|\delta|\rangle$, and it is not zero for any $\mu$ as long as $\delta$ varies. A minimum that stops falling in proportion to $T$ is thus compatible with a disordered sheet whose every patch obeys the formula.

The velocity matters as well, since $C_{min}\propto1/v^2$: a constant $v$ larger by 10% lowers the minimum by about 17%. If $v$ depends on temperature alone, its value at the given $T$ may be inserted, because $T$ is fixed in the derivative. If interactions make $v$ depend smoothly on density, the change of $v$ by itself adds nothing to the derivative at neutrality, since $N=0$ at $\mu=0$ whatever $v$ is. Away from neutrality it does contribute, because the derivation held $v$ fixed while differentiating. But the exchange interaction can also shift the Dirac point with density, beyond the shift by the mean electrostatic potential. This adds to the channel voltage and can change $C_q$ even at neutrality, so inserting a corrected $v$ is then not enough. The formula leaves this effect out. A magnetic field or a band gap replaces $D(E)$ itself, and the integral must then be done again. The form $\ln[2(1+\cosh x)]$ was derived for a gapless density of states proportional to $|E|$, with the same slope on both sides of the Dirac point, filled in thermal equilibrium.

The remaining digits of the example are in the numerical output below.

## Table of computed values

```
band velocity: 1.000e+06 m/s
temperature: 300.0 K
thermal energy kT: 0.025852 eV
hbar*v: 0.658212 eV nm
prefactor 2e^2kT/(pi(hbar v)^2): 0.60863 uF/cm^2
minimum capacitance: 0.84374 uF/cm^2
minimum capacitance: 8.4374e-03 F/m^2
minimum found by search at mu/kT: -1.4e-08
curvature coefficient of (mu/kT)^2: 0.1803
electron density at neutrality: 8.0771e+10 1/cm^2
mean |E| in thermal window at neutrality: 0.03584 eV
mu = 0.0 eV: mu/kT = 0.0000
  C_q closed form: 0.84374 uF/cm^2
  C_q zero temperature: 0.00000 uF/cm^2
  C_q honeycomb lattice: 0.84389 uF/cm^2
  lattice relative deviation: 0.018 percent
  net density n-p: 0.0000e+00 1/cm^2
mu = 0.1 eV: mu/kT = 3.8682
  C_q closed form: 2.37946 uF/cm^2
  C_q zero temperature: 2.35428 uF/cm^2
  C_q honeycomb lattice: 2.38083 uF/cm^2
  lattice relative deviation: 0.058 percent
  net density n-p: 8.9217e+11 1/cm^2
mu = 0.2 eV: mu/kT = 7.7363
  C_q closed form: 4.70910 uF/cm^2
  C_q zero temperature: 4.70857 uF/cm^2
  C_q honeycomb lattice: 4.71678 uF/cm^2
  lattice relative deviation: 0.163 percent
  net density n-p: 3.1003e+12 1/cm^2
largest derivative-test deviation: 6.0e-06
lattice bond length: 0.142 nm
lattice hopping energy: 3.0902 eV
lattice C_q(150 K)/C_q(300 K) at neutrality: 0.49993
insulator relative permittivity: 4.0
insulator thickness: 2.0 nm
insulator capacitance: 1.77084 uF/cm^2
gate voltage 0.0 V: mu = 0.00000 eV
  net density n-p: 0.0000e+00 1/cm^2
  quantum capacitance: 0.84374 uF/cm^2
  total capacitance: 0.57146 uF/cm^2
gate voltage 0.5 V: mu = 0.20528 eV
  net density n-p: 3.2575e+12 1/cm^2
  quantum capacitance: 4.83325 uF/cm^2
  total capacitance: 1.29600 uF/cm^2
```
